\section*{Virtual-state poles of the repulsive Coulomb S-matrix}

\section{Definitions and conventions}

Atomic units are used. A particle of mass 1 moves in the potential $V(r)=+Z/r$ of a fixed centre, with $Z>0$ and no cut-off at large $r$. Its energy is $E=k^2/2$, and $\eta=Z/k$. The radial function $u(r)$, which is $r$ times the radial wave function, obeys
\begin{equation}
\frac{d^2u}{dr^2}=\left[\frac{l(l+1)}{r^2}+\frac{2Z}{r}-k^2\right]u .
\label{eq:radial}
\end{equation}
With $\rho=kr$, division by $k^2$ gives
\begin{equation}
\frac{d^2u}{d\rho^2}=\left[\frac{l(l+1)}{\rho^2}+\frac{2\eta}{\rho}-1\right]u .
\label{eq:rho}
\end{equation}
The outgoing and incoming waves $H^{+}$ and $H^{-}$ are the solutions of (\ref{eq:rho}) with the large-$\rho$ expansions
\begin{equation}
H^{\pm}=e^{\pm i\rho}(2\rho)^{\mp i\eta}\left[1+\frac{c_1^\pm}{\rho}+\frac{c_2^\pm}{\rho^2}+\dots\right].
\label{eq:H}
\end{equation}
The power of $2\rho$ is the logarithmic phase $\mp\eta\ln 2\rho$ produced by the Coulomb tail. The S-matrix is defined by the solution regular at the origin,
\begin{equation}
u\propto H^- -(-1)^l S_l\,H^+ .
\label{eq:Sdef}
\end{equation}
A pole of $S_l$ is therefore a value of $k$ at which the regular solution has no incoming part.

For complex $k$ the definition needs care. On the negative imaginary axis and at real $r$, $e^{ikr}$ grows and $e^{-ikr}$ decays, so an incoming part could hide beneath the outgoing one. This is avoided by keeping $\rho$ real and positive, that is, by following the solution along the complex ray $r=\rho/k$. Both exponentials then oscillate, and $k$ enters (\ref{eq:rho}) only through a complex $\eta$.

The upper half of the $k$ plane is the first (physical) energy sheet. The lower half, reached from $k>0$, is the second.

\section{A counter-example}

Consider this argument: poles of the S-matrix are bound states; a repulsive potential has none; hence its S-matrix has no poles. The case $l=0$, $k=-iZ$ refutes it. Take
\begin{equation}
u(r)=r\,e^{Zr}.
\label{eq:example}
\end{equation}
Its derivatives are
\begin{align}
u'&=(1+Zr)e^{Zr},\\
u''&=(2Z+Z^2r)e^{Zr}=\left(\frac{2Z}{r}+Z^2\right)u .
\end{align}
Since $-k^2=Z^2$, this is (\ref{eq:radial}) with $l=0$, and $u(0)=0$ makes $u$ the regular solution.

At this $k$, $i\eta=iZ/(-iZ)=-1$. The leading term of $H^+$ in (\ref{eq:H}) is thus $2\rho\,e^{i\rho}$. With $\rho=-iZr$ it becomes $-2iZ\,r\,e^{Zr}$, a multiple of (\ref{eq:example}). The leading term already solves the equation, so all its corrections vanish and $u\propto H^+$. On the ray of real $\rho$ there is no term in $e^{-i\rho}$. The incoming amplitude is zero while the outgoing one is not: $S_0$ has a pole at $k=-iZ$.

The energy is $E=-Z^2/2$, that of the hydrogenic ground state for an attractive centre of the same charge, yet nothing is bound. The function (\ref{eq:example}) grows exponentially and cannot be normalized. The faulty premise is the first one: bound states correspond to poles in the upper half-plane, where $e^{ikr}$ decays. A pole on the negative imaginary axis is called a virtual state; it is a property of the continued scattering amplitude, not a stationary state.

\section{The general statement}

For the uncut repulsive Coulomb potential,
\begin{equation}
S_l(k)=\frac{\Gamma(l+1+i\eta)}{\Gamma(l+1-i\eta)},\qquad \eta=\frac Zk .
\label{eq:S}
\end{equation}
For $k\neq0$ its poles are simple and lie at
\begin{equation}
k_n=-\frac{iZ}{n},\qquad n=l+1,l+2,\dots,
\label{eq:poles}
\end{equation}
with $E_n=-Z^2/(2n^2)$ on the second sheet. There are no others.

\section{Proof}

\subsection{The regular solution}

Put $u=gf$ with $g=\rho^{l+1}e^{i\rho}$. Then $g'/g=(l+1)/\rho+i$, and
\begin{equation}
\frac{g''}{g}=\left(\frac{g'}{g}\right)^2+\left(\frac{g'}{g}\right)'
=\frac{l(l+1)}{\rho^2}+\frac{2i(l+1)}{\rho}-1 .
\end{equation}
Inserting this in (\ref{eq:rho}) and multiplying by $\rho/g$ gives
\begin{equation}
\rho f''+(2l+2+2i\rho)f'+2i(l+1+i\eta)f=0 .
\end{equation}
Let $z=-2i\rho$, so that $d/d\rho=-2i\,d/dz$ and $\rho f''=-2iz\,d^2f/dz^2$. Division by $-2i$ leaves Kummer's equation,
\begin{equation}
z\frac{d^2f}{dz^2}+(b-z)\frac{df}{dz}-af=0,
\qquad a=l+1+i\eta,\quad b=2l+2 .
\label{eq:kummer}
\end{equation}
The solution finite at the origin is
\begin{equation}
M(a,b,z)=\sum_{m=0}^\infty\frac{(a)_m}{(b)_m}\frac{z^m}{m!},
\end{equation}
where $(a)_m=a(a+1)\cdots(a+m-1)$. Hence $u=\rho^{l+1}e^{i\rho}M(a,b,-2i\rho)$.

\subsection{Splitting it into two waves}

Assume first that $|\mathrm{Im}\,\eta|<l+1$, so that $a$ and $b-a=l+1-i\eta$ have positive real parts. Then
\begin{equation}
M=\frac{\Gamma(b)}{\Gamma(a)\Gamma(b-a)}\int_0^1 e^{zt}t^{a-1}(1-t)^{b-a-1}dt ,
\label{eq:int}
\end{equation}
because expanding $e^{zt}$ and using the beta integral reproduces the series term by term. For $z=-2i\rho$ the integrand decays downwards in the $t$ plane. The path from 0 to 1 may be replaced by one from 0 to $-i\infty$, minus one from 1 to $1-i\infty$.

On the first path $t=-iy$, which gives $(-i)^aI_1$ with
\begin{equation}
I_1=\int_0^\infty e^{-2\rho y}y^{a-1}(1+iy)^{b-a-1}dy .
\end{equation}
On the second $t=1-iy$, $1-t=iy$ and $dt=-i\,dy$. With the minus sign in front, the contribution is $i^{\,b-a}e^{-2i\rho}I_2$, where
\begin{equation}
I_2=\int_0^\infty e^{-2\rho y}y^{b-a-1}(1-iy)^{a-1}dy .
\end{equation}

Each part solves (\ref{eq:kummer}) separately. Acting on the integrand of (\ref{eq:int}), the Kummer operator produces the total derivative $-\frac{d}{dt}[e^{zt}t^a(1-t)^{b-a}]$, which integrates to zero on each path. At large $\rho$ only small $y$ matters. Expanding the slowly varying factor in $y$ gives leading terms $\Gamma(a)(2\rho)^{-a}$ and $\Gamma(b-a)(2\rho)^{a-b}$, followed by relative powers of $1/\rho$. Comparison with (\ref{eq:H}) identifies
\begin{equation}
H^+=\frac{(2\rho)^{l+1}e^{i\rho}I_1}{\Gamma(a)},\qquad
H^-=\frac{(2\rho)^{l+1}e^{-i\rho}I_2}{\Gamma(b-a)} .
\end{equation}

The phases are $(-i)^a=(-i)^{l+1}e^{\pi\eta/2}$ and $i^{\,b-a}=i^{\,l+1}e^{\pi\eta/2}$. Therefore
\begin{equation}
u=\frac{(2l+1)!}{2^{l+1}}e^{\pi\eta/2}
\left[\frac{i^{\,l+1}H^-}{\Gamma(l+1+i\eta)}
+\frac{(-i)^{l+1}H^+}{\Gamma(l+1-i\eta)}\right].
\label{eq:split}
\end{equation}

The restriction on $\eta$ can now be dropped. Integration by parts,
\begin{equation}
\frac{1}{\Gamma(a)}\int_0^\infty y^{a-1}q(y)\,dy
=-\frac{1}{\Gamma(a+1)}\int_0^\infty y^a q'(y)\,dy ,
\end{equation}
continues $H^+$ to any $\eta$ when repeated, and the same works for $H^-$. Both sides of (\ref{eq:split}) are then analytic for all finite $\eta$, so the identity persists. So does the Wronskian $H^-\,dH^+/d\rho-H^+\,dH^-/d\rho=2i$, found from the leading terms at real $\eta$. The two waves remain independent, and the split is unique.

Since $(-i)^{l+1}/i^{\,l+1}=(-1)^{l+1}$, comparison of (\ref{eq:split}) with (\ref{eq:Sdef}) gives (\ref{eq:S}).

\subsection{Poles, zeros and residues}

The function $1/\Gamma$ is finite everywhere and has simple zeros at $0,-1,-2,\dots$. The incoming coefficient vanishes when $l+1+i\eta=-n_r$, with $n_r=0,1,2,\dots$. Setting $n=n_r+l+1$ gives $iZ/k=-n$, which is (\ref{eq:poles}). There $\Gamma(l+1-i\eta)=(n+l)!$ is finite, so the pole is not cancelled.

For the residue, let $\varepsilon=i\eta+n$. Near the pole, $\Gamma(-n_r+\varepsilon)\simeq(-1)^{n_r}/(n_r!\,\varepsilon)$. Because $d(iZ/k)/dk=-iZ/k^2=in^2/Z$ at $k_n$, we have $\varepsilon\simeq(in^2/Z)(k-k_n)$ and
\begin{equation}
\mathop{\mathrm{Res}}_{k=k_n}S_l=
-\,\frac{i(-1)^{n_r}Z}{n^2\,n_r!\,(n+l)!}.
\label{eq:res}
\end{equation}

At $k=+iZ/n$ the outgoing coefficient vanishes instead, so $S_l=0$. The two points have the same energy and the same regular solution up to a constant, since (\ref{eq:radial}) contains only $k^2$. The growing exponential is $e^{ikr}$ at one point and $e^{-ikr}$ at the other, which turns a pole on the second sheet into a zero on the first.

Replacing $2\rho$ by $c\rho$ with $c>0$ in the logarithmic phase multiplies $H^\pm$ by $(c/2)^{\mp i\eta}$, and hence $S_l$ by $(c/2)^{2i\eta}$. Such a factor has neither poles nor zeros for $k\neq0$ and leaves (\ref{eq:poles}) intact.

\section{The mirror image}

At a pole $a=-n_r$, and the Kummer series stops. With $-2ik_nr=-2Zr/n$,
\begin{equation}
u_n=r^{l+1}e^{Zr/n}M\!\left(-n_r,2l+2,-\frac{2Zr}{n}\right).
\label{eq:virtual}
\end{equation}
For an attractive centre, the bound function is $r^{l+1}e^{-Zr/n}M(-n_r,2l+2,2Zr/n)$. Replacing $r$ by $-r$ turns it into (\ref{eq:virtual}), apart from a sign. The same follows from (\ref{eq:radial}): the replacement leaves the second derivative and the centrifugal term unchanged and reverses the Coulomb term.

The bound function may have nodes, but its mirror image has none at $r>0$. In (\ref{eq:virtual}) the coefficient of $(2Zr/n)^m$ is $(-1)^m(-n_r)_m/[(2l+2)_m\,m!]$, which is positive for $m\le n_r$. The function grows as $r^ne^{Zr/n}$.

In the S-matrix the mirror is the identity $S_l(Z,k)=S_l(-Z,-k)$, since only $Z/k$ occurs. It carries the bound-state poles at $+iZ/n$ into the virtual ones at $-iZ/n$.

\section{Numbers for a positron and a fixed proton}

Here $Z=1$; relativity and annihilation are left out. The incoming amplitude was computed from a power series of (\ref{eq:rho}) and the expansions (\ref{eq:H}), without Gamma functions. Its zeros for $n=1,2,3$ are at $k=-i$, $-0.5i$ and $-0.3333i$ bohr$^{-1}$. For $n=1$,
\begin{equation}
E=\tfrac12(-i)^2=-0.5\ \text{hartree}=-13.6\ \text{eV}.
\end{equation}
This labels a point on the second sheet, not a binding energy. The $n=2$ pole occurs for both $l=0$ and $l=1$, the usual hydrogenic degeneracy.

For $l=0$, the disc of radius 0.41 centred at $-0.70i$ holds three poles, and its mirror image in the upper half-plane holds none. Equation (\ref{eq:res}) gives residues $-i$ for $n=1,l=0$; $-i(-1)/(4\cdot1\cdot2)=0.125i$ for $n=2,l=0$; and $-i/(4\cdot1\cdot6)=-0.0417i$ for $n=2,l=1$. Contour sums of the numerical S-matrix agree.

\section{What the poles do at real energy}

For real $k$, $S_l=e^{2i\sigma_l}$ with $\sigma_l=\arg\Gamma(l+1+i\eta)$, so $d\sigma_l/d\eta=\mathrm{Re}\,\psi(l+1+i\eta)$, where $\psi=\Gamma'/\Gamma$. The standard series for $\psi$ gives
\begin{equation}
\frac{d\sigma_l}{d\eta}=\psi(l+1)+\sum_{n=l+1}^\infty
\left(\frac1n-\frac{n}{n^2+\eta^2}\right).
\end{equation}
Integration from $\eta=0$, where $\sigma_l=0$, yields
\begin{equation}
\sigma_l=\eta\,\psi(l+1)+\sum_{n=l+1}^\infty
\left(\frac{\eta}{n}-\arctan\frac{\eta}{n}\right).
\label{eq:phase}
\end{equation}
Each arctangent belongs to one pole and its partner zero:
\begin{equation}
e^{-2i\arctan(\eta/n)}=\frac{n-i\eta}{n+i\eta}
=\frac{k-iZ/n}{k+iZ/n}.
\end{equation}
The terms $\eta/n$ make the sum converge. At $k=1$ bohr$^{-1}$ and $l=0$, the linear term is $-0.5772$ and the sum is $0.2756$, of which $n=1$ supplies $1-\pi/4=0.2146$. The total, $-0.3016$ rad, agrees with the phase from the differential equation. The part of the linear term common to all $l$ depends on the constant chosen in the logarithmic phase, but differences between partial waves do not. Since $\psi(2)-\psi(1)=1$, equation (\ref{eq:phase}) gives $\sigma_1-\sigma_0=\arctan\eta$, the arctangent of the $n=1$ pole; at $k=1$ bohr$^{-1}$ this is $0.4838+0.3016=0.7854$ rad $=\pi/4$.

The Coulomb poles do not act like an isolated virtual state of a short-range potential. A single pole at $k=-i\gamma$, with $S=(i\gamma-k)/(i\gamma+k)$, gives the s-wave cross-section $\pi|S-1|^2/k^2=4\pi/(k^2+\gamma^2)$, which is large near threshold for small $\gamma$. The Coulomb poles instead accumulate at $k=0$, and no single one dominates there.

The s wave also becomes very small at the centre. By (\ref{eq:split}), the solution starting as $\rho$ has asymptotic amplitude $e^{\pi\eta/2}/|\Gamma(1+i\eta)|$. A wave of unit amplitude therefore starts as $C_0\rho$, and $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ gives
\begin{equation}
C_0^2=e^{-\pi\eta}|\Gamma(1+i\eta)|^2=\frac{2\pi\eta}{e^{2\pi\eta}-1}.
\end{equation}
Without the potential $C_0^2=1$. With it, $C_0^2$ is $1.18\times10^{-2}$, $4.38\times10^{-5}$ and $3.06\times10^{-10}$ at $k=1$, $0.5$ and $0.25$ bohr$^{-1}$. The density at the centre is suppressed at threshold, not enhanced.

\section{Where the mirror breaks: a cut-off tail}

Set the potential to zero beyond $r=R$ and take $l=0$. Outside, $u\propto e^{-ikr}-S_Re^{ikr}$. Matching $w=u'/u$ at $R$ gives
\begin{equation}
S_R=e^{-2ikR}\,\frac{w(R)+ik}{w(R)-ik}.
\end{equation}
At $k=-i\kappa$ with $\kappa>0$, a pole requires $w(R)=\kappa$. Inside, $w'=u''/u-w^2$, so
\begin{equation}
(w-\kappa)'=\frac{2Z}{r}-(w-\kappa)(w+\kappa).
\end{equation}
Near the origin $w\simeq1/r$ exceeds $\kappa$. At a first crossing $w-\kappa$ could not be increasing, but the equation gives the slope $2Z/r>0$. Hence $w(R)>\kappa$ for every $R$: the cut potential has no s-wave virtual state on the axis, however distant the cut. For the solution (\ref{eq:example}), $w-\kappa=1/R$, which approaches zero without reaching it.

Attractive bound states behave differently. Removing the tail $-Z/r$ beyond $R$ raises the Hamiltonian by at least zero and at most $Z/R$. By the minimax principle each level then rises by no more than $Z/R$, and it remains bound if $R>2n^2/Z$. For the 2s state, $\kappa$ is $0.49363$ and $0.499997$ bohr$^{-1}$ at $R=10$ and $20$ bohr, and at $40$ bohr it differs from $0.5$ by $6\times10^{-14}$ bohr$^{-1}$.

For real $k$ the cut is harmless once the logarithmic phase is restored: $S_Re^{2i\eta\ln2kR}$ tends to $S_0$, because the corrections to the waves at $R$ are of order $1/R$. At $k=1$ bohr$^{-1}$ the difference has modulus $0.194$, $0.083$ and $0.051$ for the three radii. The corrections are of order $\eta^2/(kR)$ and $\eta/(kR)$, so the approach is slow near threshold: at $k=0.3$ bohr$^{-1}$ the difference still exceeds 1 at all three radii.

This convergence does not extend to a neighbourhood of $k_n$. If it did, $S_R$ would have exactly one pole close to $k_n$ at large $R$. Its poles are symmetric under $k\to-k^*$, so a lone one would have to lie on the imaginary axis, where none exists. The cause is the edge. The outgoing wave obeys $d\ln H^+/dr\simeq ik-i\eta/R$ there, so the edge feeds an incoming wave through the mismatch $-i\eta/R$. The ratio of this contribution to the original incoming one is of order $|H^+/H^-|/R$ at the edge. By (\ref{eq:H}) this grows as $R^{2\,\mathrm{Im}\,\eta-1}e^{2|\mathrm{Im}\,k|R}$ in the lower half-plane, with $\mathrm{Im}\,\eta\simeq n$ near $k_n$. Within $|k+i|<0.2$ the full Coulomb problem has one pole, and the problem cut at 20 bohr has none.

The s-wave virtual states at $-iZ/n$ therefore do not survive a sharp cut at any radius. The argument concerns $l=0$ and a sharp edge only; it does not cover a smoothly screened tail, which can keep the poles. For $V=Z\delta/(e^{\delta r}-1)$, which tends to $Z/r$ as $\delta\to0$, substitution shows that $u=e^{\kappa r}(1-e^{-\delta r})$ with $\kappa=Z+\delta/2$ is a regular s-wave solution at $E=-\kappa^2/2$ with no incoming part, so the $n=1$ virtual state is shifted from $-iZ$ to $-i(Z+\delta/2)$ rather than removed.

\section*{Numbers as computed}
\begin{verbatim}
Positron and fixed proton: Z = 1 (atomic units)
largest relative difference in S: 1.4e-26
poles: n, l, Re k, Im k (1/bohr), E (hartree), E (eV)
  1 0 0.000000 -1.000000 -0.500000 -13.6057
  2 0 0.000000 -0.500000 -0.125000 -3.4014
  2 1 0.000000 -0.500000 -0.125000 -3.4014
  3 0 0.000000 -0.333333 -0.055556 -1.5117
l=0 poles in disc |k + 0.70i| < 0.41: 3
l=0 poles in disc |k - 0.70i| < 0.41: 0
|S_0| at k = +i: 2.2e-31
residues of S: n, l, imaginary part (1/bohr)
  1 0 -1.000000
  2 0 0.125000
  2 1 -0.041667
mirrored hydrogen functions checked: n = 1 to 3, all l
k=1/bohr, l=0: phase from equation -0.301640 rad
  linear term -0.577216, pole sum 0.275575 rad
  first pole term 0.214602, total -0.301640 rad
k=1/bohr, l=1: phase from equation 0.483758 rad
  linear term 0.422784, pole sum 0.060974 rad
  first pole term 0.036352, total 0.483758 rad
threshold factor C_0^2: k (1/bohr), value
  1.00 1.1755e-02
  0.50 4.3823e-05
  0.25 3.0565e-10
cut at R: R (bohr), min(u'/u - kappa) repulsive (1/bohr),
  2s kappa attractive (1/bohr), |S_R*phase - S_0| at k=1
  10 0.06742 0.49362907 0.19355
  20 0.03352 0.49999690 0.08277
  40 0.01671 0.50000000 0.05094
2s kappa shift at R = 40 bohr: 6.0e-14 1/bohr
poles in |k + i| < 0.2, full Coulomb: 1
poles in |k + i| < 0.2, cut at 20 bohr: 0
\end{verbatim}
